# Vacuum decay and residual dispersion of Γ and K states in MoS₂

## Question

A band-structure calculation for monolayer MoS₂ uses a periodic supercell. The layer lies in the \(xy\) plane and is repeated along \(z\) with period \(L\), each image directly above the last. An isolated layer has no dispersion along \(k_z\), so any bandwidth \(W\) found along \(k_z\) is an artefact of the images. Two valence states are of interest: the highest one at Γ, built from Mo \(d_{z^2}\) and S \(p_z\) orbitals, and the highest one at K, built mainly from Mo \(d_{x^2-y^2}\) and \(d_{xy}\) orbitals. For the comparison, both are given the same ionisation energy \(I\), measured from the vacuum level of the calculation.

Use these rough values: lattice constant \(a=0.32\) nm, \(I=6.0\) eV, distance between the outer sulphur planes 0.30 nm. Take \(\hbar^2/2m=0.0381\) eV nm², with \(m\) the free-electron mass. The lattice vectors are \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})\). Neglect spin–orbit coupling until part (g).

## (a) Find how a Bloch state of an isolated layer decays in the vacuum.

**Answer.** Let \(\mathbf r\) be the in-plane position and \(\mathbf k\) the in-plane wave vector. By Bloch's theorem the state is a sum over in-plane reciprocal vectors \(\mathbf G\):

\[
\psi(\mathbf r,z)=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\]

Outside the layer the potential is flat and serves as the zero of energy, so the state has energy \(-I\) and

\[
-\frac{\hbar^2}{2m}\left(\nabla_{\mathbf r}^2+\frac{\partial^2}{\partial z^2}\right)\psi=-I\psi .
\]

The in-plane Laplacian multiplies each wave by \(-|\mathbf k+\mathbf G|^2\). Different waves are orthogonal over a cell, so each coefficient obeys its own equation:

\[
c_{\mathbf G}''=\kappa_{\mathbf G}^2c_{\mathbf G},\qquad
\kappa_{\mathbf G}^2=\frac{2mI}{\hbar^2}+|\mathbf k+\mathbf G|^2 .
\]

The solutions are \(e^{\pm\kappa_{\mathbf G}z}\). Above an isolated layer the growing one is excluded, which leaves \(c_{\mathbf G}\propto e^{-\kappa_{\mathbf G}z}\). In-plane kinetic energy must be paid for by a more negative kinetic energy along \(z\), hence the faster decay at larger \(|\mathbf k+\mathbf G|\). Far from the layer the smallest \(\kappa_{\mathbf G}\) with a non-zero coefficient dominates. The amplitude then decays with \(\kappa\) and the density with \(2\kappa\).

## (b) Identify the dominant wave for each state, check that symmetry allows it, and evaluate both decay constants.

**Answer.** *At Γ*, \(\mathbf k=0\) and the smallest \(|\mathbf k+\mathbf G|\) is zero, for \(\mathbf G=0\). Its coefficient is the average of \(\psi\) over a cell at height \(z\). A threefold rotation leaves this average unchanged, but multiplies \(\psi\) by a phase \(\eta\) with \(\eta^3=1\). Hence \(c_0=\eta c_0\), and \(c_0\) vanishes unless \(\eta=1\). The same argument applies to the vertical mirror planes: a state odd under them also has \(c_0=0\). The \(d_{z^2}\)–\(p_z\) state has \(\eta=1\) and is even under these mirrors, so its \(\mathbf G=0\) wave is allowed.

*At K*, the reciprocal vectors are

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,-\tfrac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3}\right),
\]

and \(\mathbf K=(2\mathbf b_1+\mathbf b_2)/3=(4\pi/3a,0)\). A general member of the set is \(\mathbf K+\mathbf G=(p\,\mathbf b_1+q\,\mathbf b_2)/3\), with \(p=3m_1+2\), \(q=3m_2+1\) and integers \(m_1,m_2\). Since \(|\mathbf b_1|^2=|\mathbf b_2|^2=16\pi^2/3a^2\) and \(\mathbf b_1\cdot\mathbf b_2=-|\mathbf b_1|^2/2\),

\[
|\mathbf K+\mathbf G|^2=\frac{16\pi^2}{27a^2}\,(p^2+q^2-pq).
\]

The bracket equals \((p+q)^2-3pq\). Because \(p+q\) is a multiple of 3, so is the bracket; it is also positive, so its least value is 3. That value is reached by \((p,q)=(2,1),(-1,1),(-1,-2)\), which gives three waves of equal length:

\[
\mathbf K_1=\frac{4\pi}{3a}(1,0),\qquad
\mathbf K_{2,3}=\frac{4\pi}{3a}\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right).
\]

A threefold rotation permutes them. A state with rotation phase \(\eta\) has coefficients on them that differ by factors of \(\eta\), so their magnitudes are equal. Each allowed \(\eta\) has such a combination, and symmetry does not force it to vanish.

The decay constants are therefore

\[
\kappa_\Gamma=\sqrt{\frac{2mI}{\hbar^2}},\qquad
\kappa_K=\sqrt{\frac{2mI}{\hbar^2}+\left(\frac{4\pi}{3a}\right)^2}.
\]

Numerically, \(2mI/\hbar^2=6.0/0.0381=157.5\) nm⁻² and \(4\pi/3a=13.09\) nm⁻¹, so

\[
\kappa_\Gamma=\sqrt{157.5}=12.55\ \text{nm}^{-1},\qquad
\kappa_K=\sqrt{157.5+171.3}=18.13\ \text{nm}^{-1}.
\]

The amplitude decay lengths are 0.080 nm and 0.055 nm. If \(I\) were very large, the two constants would approach each other; for a weakly bound state, \(\kappa_\Gamma\) would tend to zero while \(\kappa_K\) stayed above 13.09 nm⁻¹.

## (c) Derive the dependence of the residual bandwidth on \(L\).

**Answer.** Let the potential be a sum of layer potentials \(V_n\), each zero beyond a short distance from its layer at \(z=nL\). Let \(\varphi_n(\mathbf r,z)=\varphi(\mathbf r,z-nL)\) be the isolated-layer state on layer \(n\), normalised over one in-plane cell of area \(A\). With \(T\) the kinetic energy, \((T+V_n)\varphi_n=-I\varphi_n\).

Form the Bloch sum \(\sum_n e^{in\theta}\varphi_n\), where \(\theta=k_zL\). Write \(S=\langle\varphi_0|\varphi_1\rangle\) and \(t=\langle\varphi_0|V_0|\varphi_1\rangle\), both real for the mirror-symmetric layer treated here. To leading order in the tails, \(\langle\varphi_0|H|\varphi_1\rangle=-IS+t\), and therefore

\[
E(\theta)=\frac{-I+2(-IS+t)\cos\theta}{1+2S\cos\theta}\simeq -I+2t\cos\theta .
\]

The overlap terms cancel at this order. The cosine runs from \(1\) to \(-1\), so \(W=4|t|\).

To find \(t\), note that near layer 0 the state \(\varphi_1\) is a pure tail. Let \(c^{\pm}_{\mathbf G}\) be the tail amplitudes above and below a layer, extrapolated to its mid-plane. Then

\[
\varphi_1=\sum_{\mathbf G}c^-_{\mathbf G}e^{-\kappa_{\mathbf G}L}g_{\mathbf G},\qquad
g_{\mathbf G}=e^{\kappa_{\mathbf G}z}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\]

All dependence on \(L\) is already in the factor \(e^{-\kappa_{\mathbf G}L}\). The remaining integral follows from \(V_0\varphi_0^*=-I\varphi_0^*-T\varphi_0^*\) and \(Tg_{\mathbf G}=-Ig_{\mathbf G}\). Integrating up to a plane \(z_0\) just above the layer, where \(V_0\) has ended,

\[
\int\varphi_0^*V_0g_{\mathbf G}
=\int\left(\varphi_0^*Tg_{\mathbf G}-g_{\mathbf G}T\varphi_0^*\right)
=-\frac{\hbar^2}{2m}\int_{z=z_0}\!\left(\varphi_0^*\frac{\partial g_{\mathbf G}}{\partial z}-g_{\mathbf G}\frac{\partial\varphi_0^*}{\partial z}\right)d^2r .
\]

In-plane boundary terms cancel by periodicity, and the lower boundary, far below the layer, gives zero. At \(z_0\) the decaying and growing exponentials multiply to one, and each derivative contributes \(+\kappa_{\mathbf G}\). The integral is thus \(-(\hbar^2/m)A\kappa_{\mathbf G}c^{+*}_{\mathbf G}\), and

\[
t=-\frac{\hbar^2A}{m}\sum_{\mathbf G}\kappa_{\mathbf G}\,c^{+*}_{\mathbf G}c^-_{\mathbf G}\,e^{-\kappa_{\mathbf G}L}.
\]

The mirror plane through the Mo atoms makes \(c^-_{\mathbf G}=\pm c^+_{\mathbf G}\), with one sign for the whole state. All terms then have the same sign, so directly stacked images produce no cancellation. At large \(L\),

\[
W=B\,e^{-\kappa L},
\]

with \(B\) independent of \(L\). The exponent contains \(\kappa\) once: one tail has to cross the gap to reach the next layer. The density exponent \(2\kappa\) would be wrong here.

## (d) Predict which state keeps visible dispersion to larger \(L\).

**Answer.** The ratio of the bandwidths is

\[
\frac{W_\Gamma}{W_K}=\frac{B_\Gamma}{B_K}\,e^{(\kappa_K-\kappa_\Gamma)L},\qquad
\kappa_K-\kappa_\Gamma=5.58\ \text{nm}^{-1}.
\]

It grows without limit, so at sufficiently large separation the Γ state has the larger residual dispersion, whatever the finite prefactors. Decay constants alone do not settle the order at small \(L\): if \(B_K>B_\Gamma\), the leading terms cross at \(L_\times=\ln(B_K/B_\Gamma)/(\kappa_K-\kappa_\Gamma)\).

A tenfold reduction of \(W\) costs an extra period of \(\ln10/\kappa\), which is 0.183 nm for Γ and 0.127 nm for K.

## (e) A model layer gives the bandwidths below. Extract the decay constants, find the period at which each \(W\) is 1 meV, and examine the prefactors.

The model potential of one layer is

\[
V=-D\,e^{-z^2/2\sigma^2}\Big[1+u\sum_{|\mathbf G|=G_1}e^{i\mathbf G\cdot\mathbf r}\Big],\qquad G_1=\frac{4\pi}{\sqrt3\,a},
\]

with \(\sigma=0.12\) nm, \(u=0.15\) and a sum over the six shortest reciprocal vectors. The repeated layer was diagonalised in plane waves, and \(W\) is the difference between the lowest levels at \(\theta=0\) and \(\theta=\pi\). The depth \(D\) was set separately for each state, to 8.48 eV for Γ and 12.33 eV for K, so that the level at \(\theta=\pi/2\) and \(L=1.2\) nm lies at \(-6.0\) eV. It was then held fixed as \(L\) changed. The plane-wave cutoffs were 42 nm⁻¹ in the plane and 80 nm⁻¹ along \(z\); raising them to 70 and 100 nm⁻¹ and resetting \(D\) changes the widths by up to 0.04%, about one unit in the last digit shown. The depths are quoted rounded, and using them as printed changes the widths by up to 0.3%.

| \(L\) (nm) | \(W_\Gamma\) (meV) | \(W_K\) (meV) |
|---|---|---|
| 1.0 | 0.800 | 0.01703 |
| 1.2 | 0.06503 | 0.000453 |
| 1.4 | 0.005286 | 0.00001205 |

**Answer.** From the last two rows,

\[
\kappa_\Gamma=\frac{\ln(0.06503/0.005286)}{0.2\ \text{nm}}=12.55\ \text{nm}^{-1},\qquad
\kappa_K=\frac{\ln(0.000453/0.00001205)}{0.2\ \text{nm}}=18.13\ \text{nm}^{-1}.
\]

Both agree with part (b), although the diagonalisation makes no use of the decay formula.

Starting from the row at 1.2 nm, the period for \(W=1\) meV is

\[
L_\Gamma=1.2+\frac{\ln0.06503}{12.55}=0.98\ \text{nm},\qquad
L_K=1.2+\frac{\ln0.000453}{18.13}=0.78\ \text{nm}.
\]

Diagonalisation at the unrounded periods, 0.982 and 0.775 nm, returns 1.000 meV in both cases.

The ratio \(W_\Gamma/W_K\) at 1.2 nm is 144, whereas the exponential factor alone is \(e^{5.58\times1.2}\approx810\). The model therefore has \(B_K/B_\Gamma\approx810/144\approx5.6\). Even with the larger K prefactor, the leading terms cross only at \(L_\times=\ln5.6/5.58\approx0.31\) nm. This is about the thickness of the layer itself, where a picture of separate layers has no meaning. At all three tabulated periods Γ has the larger width, and direct diagonalisation of the model still gives \(W_\Gamma/W_K=1.11\) at 0.31 nm, where the exponential law has broken down.

These prefactors belong to two model layers of different depth, not to two states of one MoS₂ layer. The decay constants carry over to MoS₂ at the stated \(a\) and \(I\) as asymptotic values; the absolute periods do not. The model potential dies off as a Gaussian, whereas a local or semilocal exchange-correlation potential falls only about as the cube root of the density. A rough estimate from superposed sulphur-atom densities puts the LDA potential near \(-0.4\) eV at mid-gap for \(L=1.2\) nm, so slopes extracted between 1.0 and 1.4 nm in such a calculation should come out somewhat below these constants, by roughly 3% for Γ and 1.5 to 2% for K on this estimate.

## (f) How do the conclusions change (i) for a Γ state of \(p_x,p_y\) type, and (ii) if each image is shifted sideways by \(\mathbf s=(\mathbf a_1+\mathbf a_2)/3\)?

**Answer.** (i) Such a state has \(\eta=e^{\pm2\pi i/3}\), so part (b) gives \(c_0=0\). The slowest waves that remain have length \(G_1=22.67\) nm⁻¹, and

\[
\kappa=\sqrt{157.5+22.67^2}=25.9\ \text{nm}^{-1}.
\]

This exceeds \(\kappa_K\), so the order is reversed: at equal \(I\) the K state now has the longer tail. The statement "Γ decays more slowly than K" thus depends on the orbital character of the Γ state. The model layer shows the same behaviour. Its lowest Γ state that is odd under \(\mathbf r\to-\mathbf r\) also has zero cell average; with \(D\approx26.3\) eV to restore \(I=6.0\) eV (26.57 eV at the lower cutoffs of part (e), 26.28 eV at the higher), its bandwidths at 1.0 and 1.2 nm give 25.9 nm⁻¹. The second width is only about \(3.5\times10^{-10}\) eV and is sensitive to the \(z\) cutoff: 100 nm⁻¹ gives 25.9 nm⁻¹, while discarding every wave above 80 nm⁻¹ changes that width by about 20% and lowers the slope to about 25 nm⁻¹.

(ii) The shift replaces \(\varphi_1(\mathbf r,z)\) by \(\varphi_1(\mathbf r-\mathbf s,z)\), which multiplies each term of \(t\) by \(e^{-i(\mathbf k+\mathbf G)\cdot\mathbf s}\). For Γ the leading term has \(\mathbf G=0\) and does not change. For K, \(\mathbf s=(a/2,\,a/2\sqrt3)\) gives

\[
\mathbf K_1\cdot\mathbf s=\frac{2\pi}{3},\qquad \mathbf K_2\cdot\mathbf s=0,\qquad \mathbf K_3\cdot\mathbf s=-\frac{2\pi}{3}.
\]

The three terms have equal magnitude, and \(e^{-2\pi i/3}+1+e^{2\pi i/3}=0\). The leading K coupling vanishes. In the model at \(L=1.2\) nm, the spread of the K level over \(\theta=0,\pi/2,\pi\) falls to about \(10^{-7}\) of the width for direct stacking. That is some \(10^{-14}\) eV, comparable with rounding error, and should be read as zero within numerical resolution. A small K dispersion can therefore reflect the stacking as well as the decay.

## (g) Estimate the neglected effects at \(L=1.2\) nm and relate the result to real MoS₂.

**Answer.** The vacuum gap is \(d=1.2-0.30=0.90\) nm. If an effect changes \(\kappa\) by \(\Delta\kappa\) in the gap, \(W\) is multiplied by roughly \(e^{-\Delta\kappa\,d}\), with the prefactor held fixed. From \(\kappa^2=2mI/\hbar^2+|\mathbf k+\mathbf G|^2\),

\[
\frac{d\kappa}{dI}=\frac{m}{\hbar^2\kappa},
\]

so the state with the smaller \(\kappa\), Γ, is the more sensitive to energy.

- **Unequal ionisation energies.** As a rough input for MoS₂, take the Γ state to lie 0.1 eV below the K state; the actual offset depends on functional and strain. A shift of 0.10 eV multiplies \(W_\Gamma\) by 0.91. To make the two decay constants equal, Γ would have to be deeper by \(\hbar^2K^2/2m=0.0381\times13.09^2=6.5\) eV.
- **Spin–orbit coupling.** The K valence state splits by roughly 0.15 eV. Raising the upper branch by 0.075 eV multiplies \(W_K\) by 1.05.
- **Strain.** At fixed \(I\), a 1% larger lattice constant reduces \(|\mathbf K|\) and multiplies \(W_K\) by 1.09. Any strain-induced shift of the level relative to vacuum would come in addition.
- **Image charges.** Take an electron midway between two metallic planes a distance \(d\) apart. Its image charges lie at distances \(nd\) on both sides with alternating sign. The energy is half the charge times the induced potential, so the barrier is lowered by

\[
\Delta=\frac12\,\frac{e^2}{4\pi\varepsilon_0d}\,2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n}
=\frac{e^2\ln2}{4\pi\varepsilon_0d}=1.1\ \text{eV}.
\]

Applied across the whole gap, this gives \(\kappa_\Gamma=11.3\) nm⁻¹ and \(\kappa_K=17.3\) nm⁻¹, and multiplies \(W_\Gamma\) by 3.0 and \(W_K\) by 2.1. It is the largest of the four effects, and it favours Γ further. It is an order of magnitude, not a bound: a semiconducting monolayer screens less than a metal, while the lowering between metallic planes is greater away from the middle.

The inputs \(a=0.32\) nm and \(I=6.0\) eV are rough but typical of MoS₂. In a calculation with a semilocal functional such as PBE, \(I\) should be the depth of the Kohn–Sham level below the vacuum level of that same calculation, read from the electrostatic potential, since the exchange-correlation part has not yet vanished at mid-gap for these periods. Such functionals lack the long-range image potential, so the factor of 3 does not enter their supercell bands; it concerns real layers separated by vacuum. If a solid dielectric takes the place of the vacuum, the barrier height and the effective mass both change, and these vacuum decay constants no longer apply. At layer spacings close to those of bulk MoS₂, about 0.6 nm, real layer potentials overlap, the assumption of part (c) no longer holds, and the single exponential should not be relied on. The model does not show this: with its short-ranged Gaussian potential the widths still follow the exponential within 0.5% at \(L=0.615\) nm and depart from it by several per cent only near 0.4 nm.

For directly stacked images and these two valence states, the dispersion along \(k_z\) should therefore be checked at Γ. Less deeply bound states need their own check: a conduction state halfway along Γ–K with \(I\approx4.0\) eV would have \(\kappa\approx12.2\) nm⁻¹, slightly below \(\kappa_\Gamma\). In the model at \(L=1.0\) nm, the K width of 0.017 meV would suggest a well-isolated layer, while the Γ width is still 0.80 meV. If only \(k_z=0\) is sampled, the Γ level is displaced from its mid-band energy by \(2|t|=W_\Gamma/2=0.40\) meV. This criterion covers band dispersion alone; it does not show that total energies or electrostatic interactions between images have converged.
